# Lyapunov exponent of a chain with Cauchy site disorder

## A case that can be seen through: the band centre

An electron moves on a chain of sites with nearest-neighbour hopping $t=1$ and random site energies $\epsilon_n$. At energy $E=0$ its amplitudes obey
$$\psi_{n+1}+\psi_{n-1}+\epsilon_n\psi_n=0 .$$
Dividing by $\psi_n$ and writing $R_n=\psi_{n+1}/\psi_n$ gives
$$R_n=-\epsilon_n-\frac1{R_{n-1}} .$$
Let each $\epsilon_n$ be drawn independently from the Cauchy density $(G/\pi)/(\epsilon^2+G^2)$. Its half-width at half-maximum is $G>0$.

Suppose that $R_{n-1}$ is also a centred Cauchy variable, with half-width $y$. The density of $s=1/R_{n-1}$ follows from $r=1/s$ and $|dr/ds|=1/s^2$:
$$\frac{y}{\pi}\,\frac{1}{s^{-2}+y^2}\,\frac1{s^2}=\frac{1}{\pi}\,\frac{1/y}{s^2+1/y^2}.$$
This is a Cauchy density of half-width $1/y$. Half-widths of independent centred Cauchy variables add (shown in Lemma 1 below), so $R_n$ has half-width $G+1/y$. The law reproduces itself when
$$y=G+\frac1y .$$

The growth of $|\psi_n|$ per site is the mean of $\ln|R|$. Write $R=yT$, where $T$ has half-width 1. Then $T$ and $1/T$ have the same law, so $\langle\ln|T|\rangle=-\langle\ln|T|\rangle=0$ and $\langle\ln|R|\rangle=\ln y$. With $y=e^g$ the self-consistency condition becomes
$$2\sinh g=G .$$
Cauchy disorder in the site energies, however weak, gives $g>0$. At other energies the Cauchy law is no longer centred at zero, but a complex number can carry its centre and half-width together, and the same argument works.

## Theorem

**Assumptions.** The amplitudes satisfy
$$\psi_{n+1}+\psi_{n-1}+\epsilon_n\psi_n=E\psi_n,\qquad n\ge1,$$
with $E$ real and fixed, the $\epsilon_n$ independent and Cauchy distributed with centre 0 and half-width $G>0$, and $\psi_0,\psi_1$ real, fixed and not both zero.

**Statement.** With probability one the limit
$$g=\lim_{N\to\infty}\frac1N\ln|\psi_N|$$
exists. It is positive, does not depend on the starting data, and satisfies
$$4\cosh g=\sqrt{(2+E)^2+G^2}+\sqrt{(2-E)^2+G^2}.$$

For hopping $t\neq1$, divide the equation by $t$. Energies become $E/t$ and the half-width becomes $G/|t|$. The sign of $t$ has no effect on $g$, because the formula is even in $E$.

## Lemma 1: labels of Cauchy laws

Label the Cauchy law of centre $x$ and half-width $y>0$ by $w=x+iy$. Its density is
$$p_w(r)=\frac1\pi\frac{y}{(r-x)^2+y^2}=\frac1{2\pi i}\left[\frac1{r-w}-\frac1{r-\bar w}\right].$$
The second form is correct because the bracket equals $(w-\bar w)/|r-w|^2=2iy/|r-w|^2$. A fixed real number $x$ is the limiting case $y=0$.

**(a)** If $R$ has label $w$, then $-1/R$ has label $-1/w$.

**(b)** If independent variables have labels $w$ and $w'$, their sum has label $w+w'$.

*Proof of (a).* Put $s=-1/r$, so that $r=-1/s$ and $|dr/ds|=1/s^2$. The density of $s$ is
$$\frac1\pi\frac{y}{(-1/s-x)^2+y^2}\frac1{s^2}=\frac1\pi\frac{y}{1+2xs+|w|^2s^2}.$$
Divide numerator and denominator by $|w|^2$ and complete the square:
$$s^2+\frac{2xs}{|w|^2}+\frac1{|w|^2}=\left(s+\frac{x}{|w|^2}\right)^2+\frac{y^2}{|w|^4},$$
where $|w|^2-x^2=y^2$ was used. The centre is $-x/|w|^2$ and the half-width is $y/|w|^2$. The label is therefore $(-x+iy)/|w|^2=-\bar w/|w|^2=-1/w$.

*Proof of (b).* For $s\ge0$ the function $e^{isr}$ is analytic and bounded by 1 in the upper half-plane. Close the integral of $p_w(r)e^{isr}$ there. The density falls as $|r|^{-2}$, so the large arc contributes nothing, and the only enclosed pole is $r=w$. Hence
$$\langle e^{isR}\rangle=e^{isw}=e^{isx-sy},\qquad s\ge0,$$
and negative $s$ follows by complex conjugation. For independent variables these functions multiply, giving $e^{is(w+w')}$. Since the characteristic function determines the law, the sum has label $w+w'$. ∎

## Lemma 2: the mean logarithm

If $R$ has label $w$ with $\operatorname{Im}w>0$, then $\langle\ln|R|\rangle=\ln|w|$.

*Proof.* Take the branch of $\log r$ with argument between 0 and $\pi$, which is analytic in the upper half-plane. Integrate $p_w(r)\log r$ along the real axis, passing above $r=0$ on a semicircle of radius $\rho$, and close with a large arc of radius $L$. The small semicircle contributes at most of order $\rho|\ln\rho|$ and the large arc at most of order $(\ln L)/L$. Both vanish in the limit. The pole at $w$ gives
$$\int_{-\infty}^{\infty}p_w(r)\log r\,dr=\log w .$$
On the negative axis $\log r=\ln|r|+i\pi$. The real part is the claim, and the imaginary part gives $\pi P(R<0)=\arg w$. ∎

The imaginary part has a use of its own: in the stationary state the probability that neighbouring amplitudes have opposite signs is $\arg w/\pi$.

## Lemma 3: one attracting fixed point

Let $c=E+iG$. The map $w\mapsto c-1/w$ has exactly one fixed point $z$ in the upper half-plane. It has $|z|>1$, and iteration from any label with $\operatorname{Im}w\ge0$ converges to it.

*Proof.* A fixed point satisfies
$$z+\frac1z=c,\qquad\text{or}\qquad z^2-cz+1=0 .$$
The product of the two roots is 1, so they are $z$ and $1/z$. Neither is real, since $c$ is not. Because $\operatorname{Im}(1/z)=-\operatorname{Im}z/|z|^2$, they lie on opposite sides of the real axis. Let $z$ be the upper one. The imaginary part of the fixed-point equation is
$$\operatorname{Im}z\left(1-\frac1{|z|^2}\right)=G>0,$$
which forces $|z|>1$.

For convergence let $w'=c-1/w$. Using $c-z=1/z$ and $c-1/z=z$,
$$w'-z=\frac1z-\frac1w=\frac{w-z}{zw},\qquad
w'-\frac1z=z-\frac1w=\frac{z\,(w-1/z)}{w}.$$
Dividing the first by the second gives
$$\frac{w'-z}{w'-1/z}=\frac1{z^2}\,\frac{w-z}{w-1/z}.$$
The denominators do not vanish, because $1/z$ lies in the lower half-plane. Each step multiplies the quotient by $1/z^2$, whose modulus is below 1. The quotient tends to zero and $w$ tends to $z$. A start at $w=0$ is sent to infinity and then to $c$, so it converges too. ∎

## Proof of the theorem

**The law of the ratio.** Dividing the wave equation by $\psi_n$ gives
$$R_n=(E-\epsilon_n)-\frac1{R_{n-1}} .$$
If $\psi_1=0$, count from the next site, where the amplitude is $\psi_2=-\psi_0\ne0$. If $\psi_0=0$, the last term is absent in the first step. The ratio $R_{n-1}$ depends only on earlier site energies, so the two terms on the right are independent. The Cauchy density is symmetric, so $E-\epsilon_n$ has label $E+iG=c$. By Lemma 1 the label of $R_n$ is
$$w_n=c-\frac1{w_{n-1}},$$
and $w_n\to z$ by Lemma 3. A fixed starting ratio thus acquires a Cauchy law of half-width $G$ after one step. As this law has a density, the event $R_n=0$ has probability zero and the divisions are allowed.

**From the law to the limit.** Any stationary law of the ratio can be regarded as a mixture of fixed starting values. Each of these leads to the Cauchy law of label $z$, so the mixture does as well. The stationary law is therefore unique. For a Markov process with a unique stationary law, the ergodic theorem states that the time average of an integrable function equals its stationary mean, with probability one, for almost every starting value drawn from that law. The function $\ln|R|$ is integrable by Lemma 2. A fixed start is covered too: after one step the ratio has a density, so it falls with probability zero on the excluded set, which has zero length. Since
$$\ln|\psi_N|=\ln|\psi_1|+\sum_{n=1}^{N-1}\ln|R_n|,$$
division by $N$ gives
$$g=\langle\ln|R|\rangle=\ln|z|>0 .$$

**The closed form.** Write $z=e^{g+ik}$ with $0<k<\pi$. Then
$$E+iG=z+\frac1z=2\cosh(g+ik),$$
and the real and imaginary parts are
$$E=2\cosh g\cos k,\qquad G=2\sinh g\sin k .$$
Set $C=\cosh g$ and $u=\cos k$. For either sign,
$$\frac{(2\pm E)^2+G^2}{4}=(1\pm Cu)^2+(C^2-1)(1-u^2).$$
Expanding the right side,
$$1\pm2Cu+C^2u^2+C^2-C^2u^2-1+u^2=(C\pm u)^2 .$$
Because $C>1\ge|u|$, the positive square roots are
$$\sqrt{(2\pm E)^2+G^2}=2(C\pm u).$$
Adding the two removes $u$ and leaves $4C=4\cosh g$. ∎

Geometrically, the two roots are the distances from the point $(E,G)$ to the clean band edges $(-2,0)$ and $(2,0)$. Lines of constant $g$ are ellipses with the band edges as foci.

Direct simulation of random chains agrees. At $E=1$, $G=0.3$ the formula gives $g=0.1715$ and the chains give $0.1716\pm0.0003$. Outside the clean band, at $E=3$, $G=1$, the values are $1.0693$ and $1.0688\pm0.0006$.

## Remark 1: limits

**No energy escapes.** The second derivative of $\sqrt{(2\pm E)^2+G^2}$ with respect to $E$ is $G^2/[(2\pm E)^2+G^2]^{3/2}>0$. The sum is convex and even in $E$, so its minimum is at $E=0$, where $\cosh g=\sqrt{1+G^2/4}$ and $\sinh g=G/2$. This is the opening result. The exponent vanishes nowhere when $G>0$, so this chain has no mobility edge.

**Weak disorder inside the band.** For fixed $|E|<2$ and small $G$,
$$\sqrt{(2\pm E)^2+G^2}\simeq(2\pm E)+\frac{G^2}{2(2\pm E)} .$$
The sum is $4+2G^2/(4-E^2)$, while $4\cosh g\simeq4+2g^2$. Therefore
$$g\simeq\frac{G}{\sqrt{4-E^2}} .$$
The exponent is linear in the half-width. An expansion in the variance of the disorder is unavailable here, since the Cauchy variance is infinite.

**At the clean band edge.** For $|E|=2$ the sum is $G+\sqrt{16+G^2}\simeq4+G$, so $g\simeq\sqrt{G/2}$. At $G=0.5$ this estimate is $0.50$, against $0.5098$ from the full formula.

**Outside the clean band.** For $|E|>2$ and $G\to0$ the sum tends to $2|E|$ and $\cosh g\to|E|/2$. This is the ordinary evanescent decay of a perfect chain, with no localization by disorder in it.

**Strong disorder.** For $G\gg1$ and $G\gg|E|$ the sum tends to $2G$. Then $e^g/2\simeq G/2$ and $g\simeq\ln G$.

**No disorder.** At $G=0$ inside the band, $|z|=1$. The contraction in Lemma 3 is lost, and with it the argument; the waves then propagate without decay.

## Remark 2: what the exponent says about eigenstates

The theorem describes solutions that grow away from a prescribed start. In a finite chain, an eigenstate must satisfy a boundary condition at both ends. Followed inward from either end, a typical solution grows at rate $g$. The two solutions are joined at an interior site if $E$ is an eigenvalue, and the result decays from there towards both ends. The amplitude decay length is $\xi=a/g$ for site spacing $a$, and the probability density decays at rate $2g$ per site.

This matching picture is not a full proof of localization in an infinite chain. The theorem holds with probability one at an energy chosen beforehand, whereas eigenvalues depend on the disorder. As a numerical check, 60 chains of 300 sites were diagonalized at $G=1$. For states with $|E|<0.3$, the mean decay of $\ln|\psi|$ between 8 and 24 sites from the peak was $0.506$ per site. The formula gives $0.4812$ at $E=0$. The measured rate is 5% higher, but the excess is a numerical artefact. In one of the 2614 slopes the far amplitude was so small that the eigenvector routine returned zero. The program adds $10^{-300}$ before taking the logarithm, which turned that single slope into about 43 per site. Without it the mean is $0.490$, with a sampling error of about 1.5%. A larger sample of 1680 chains, with the amplitudes built by ratio recursion from both ends, gives $0.480\pm0.002$ in the same window. The formula averaged over the same energies gives $0.483$. With the faulty slope removed, both samples lie within about 1.5 standard errors of this average. A bias of under 1% from measuring in a finite window next to the peak is not excluded.

The logarithm in the definition matters. The mean of $|R|$ diverges for a Cauchy law, because $|r|p_w(r)$ falls only as $1/|r|$. The exponent describes typical growth, not the growth of the average amplitude.

## Remark 3: an oxide-like example

Take a site spacing of 3.3 angstrom, a hopping of 1.0 eV and a half-width of 0.05 eV. These are rough values in the regime of an indium-based amorphous oxide such as a-IGZO. In atomic units the clean band-edge mass is $1/(2ta^2)$, which here is 0.35 electron masses. Consider an electron 0.10 eV above the clean band bottom at $-2t$. In units of $t$,
$$E=-2+0.10=-1.90,\qquad G=0.050 .$$
The two focal distances are
$$\sqrt{0.10^2+0.05^2}=0.1118,\qquad\sqrt{3.90^2+0.05^2}=3.9003 .$$
Their sum divided by four gives $\cosh g=1.00303$, hence $g=0.0778$ per site and
$$\xi=\frac{3.3}{0.0778}\approx42\ \text{angstrom}=4.2\ \text{nm}.$$
The weak-disorder formula gives $g=0.0801$, about 3% above the full result. With the same $G$ and $t$, the length is 21 angstrom at the clean band bottom and 132 angstrom at the band centre.

**The shape of the disorder.** Replace the Cauchy law by a Gaussian of the same half-width at half-maximum, holding energy and hopping fixed. The simulated length rises to about 1440 angstrom, 34 times the Cauchy value. If the quartiles of the two laws are matched instead, it is about 470 angstrom, 11 times the Cauchy value. Doubling the width multiplies $g$ by 4.0 for the Gaussian but by 1.9 for the Cauchy law. A half-width alone therefore does not fix a localization length. The Cauchy law also puts 1.6% of the sites more than $2t=2$ eV from the centre of the law, a severe assumption for a material whose typical fluctuation is meant to be 0.05 eV.

**Hopping disorder.** Adding a rough 10% rms spread of the hopping to the Cauchy site disorder shortens the length from 42 to 29 angstrom.

**Temperature.** At 300 K, $k_BT=0.026$ eV. Moving the energy down or up by this amount changes the length to 37 or 47 angstrom. A second scale comes from the clean dispersion $E=2t\cos k$, with $k$ the phase per site. The velocity satisfies $\hbar v=a|dE/dk|=a\sqrt{4t^2-E^2}$, with $E$ now in eV. Two waves differing in energy by $k_BT$ acquire a relative phase of one radian over
$$\frac{\hbar v}{k_BT}=\frac{a\sqrt{4t^2-E^2}}{k_BT}\approx80\ \text{angstrom}.$$
This is about twice $\xi$. It measures thermal dephasing between energies, which does not by itself undo localization, since $g>0$ at each energy. Inelastic scattering, which can undo it, is not calculated.

**Dimension.** In a real oxide film electrons can pass around an unfavourable site. At the band centre, with $G$ and $t$ unchanged, a simulated bar with a 3 by 3 cross-section has a longest decay length of about 640 angstrom, against 127 angstrom for a single-chain run by the same method. These are single runs, with a statistical error of about 7% in the bar length. A larger sample of 40 bars, each 8500 layers long, gives $715\pm20$ angstrom, which is 5.4 times the exact chain length of 132 angstrom. The gain depends on the energy. At 0.10 eV above the bar's own clean band bottom only one transverse mode propagates, and simulated bars give $42\pm1$ angstrom, the same as the single chain. Lemma 1 suggests why: that mode feels a weighted average of the site energies in each layer, with weights that sum to one, and such an average of Cauchy variables keeps the half-width $G$. This argument neglects coupling to the other modes and holds only for weak disorder: with a half-width of 0.3 eV at the same energy the bar gives $10.5\pm0.1$ angstrom against 9.8 angstrom for the chain. One bar width cannot locate a mobility edge.

**Beside the real material.** In a-IGZO the conduction band is built largely from overlapping metal s orbitals, and an effective mass near one third of the electron mass is a reasonable rough value. The assumed energy is nearly $4k_BT$ above the clean band bottom. In a clean three-dimensional parabolic band of mass 0.35, a Fermi level there means about $3\times10^{19}$ electrons per cubic centimetre at 300 K, so the example suits a strongly filled channel better than a weakly filled one. Real films break the one-dimensional assumption outright, and nothing here supports Cauchy site energies in them. Among the effects that the formula leaves out, the shape of the disorder moves the length in the example by a factor of 11 or 34, depending on which width is matched. The extra paths of the 3 by 3 bar lengthen it by a factor of roughly 5 to 6 at the band centre, but hardly at all just above the bar's band bottom. The 4.2 nm is therefore a property of this chain and not a prediction for a transistor channel. The formula is useful there as a closed result against which a numerical localization code can be checked, provided the code is run with Cauchy disorder on a single chain. The remaining figures are in the numerical output below.

## Calculated quantities

```
TESTS (energies in units of t, rates per site)
largest error of Cauchy image density: 2.8e-17
largest error of mean ln|R|: 6.1e-16
E=0.0 G=1.0: formula g=0.4812, chains 0.4818 +- 0.0005
E=1.0 G=0.3: formula g=0.1715, chains 0.1716 +- 0.0003
E=2.0 G=0.5: formula g=0.5098, chains 0.5101 +- 0.0005
E=3.0 G=1.0: formula g=1.0693, chains 1.0688 +- 0.0006
eigenvector decay rate, E near 0, G=1: 0.506
EXAMPLE INPUTS (rough)
site spacing: 3.3 angstrom
hopping t: 1.00 eV
band-bottom mass: 0.35 electron masses
Cauchy half-width: 0.050 eV
energy above clean band bottom: 0.10 eV
temperature: 300 K
EXAMPLE RESULTS
E/t: -1.900, G/t: 0.050
focal distance to -2: 0.111803
focal distance to +2: 3.900320
cosh g: 1.003031
g: 0.07784 per site
stationary label z: -1.02380 + 0.34682 i
g from random chains: 0.07780 +- 0.00011 per site
weak-disorder estimate of g: 0.08006 per site
decay length: 42.4 angstrom = 4.24 nm
decay length at clean band bottom: 20.8 angstrom
decay length at band centre: 132.0 angstrom
NEGLECTED EFFECTS
Gaussian standard deviation, same half-width: 0.0425 eV
Gaussian g: 0.00229 +- 0.00002 per site
Gaussian decay length: 1440 angstrom
Gaussian length / Cauchy length: 34.0
g ratio on doubling width, Cauchy: 1.88
g ratio on doubling width, Gaussian: 4.00
share of sites with |eps| > 2t: 1.59 %
relative hopping spread (rough): 10 %
g with hopping spread: 0.1141 +- 0.0002 per site
decay length with hopping spread: 28.9 angstrom
thermal energy kT: 0.0259 eV
decay length at energy minus kT: 37.4 angstrom
decay length at energy plus kT: 46.9 angstrom
thermal length hbar v/(kT): 80 angstrom
band centre, single chain run: 127 angstrom
band centre, 3 by 3 bar run: 637 angstrom
bar length / chain length: 5.0
```
